# Grain-boundary thermionic current, reverse flux and exponentially barrier-sensitive resistance

Suppose that the current through a grain boundary is computed from the electrons that cross it in one direction alone. The result is then a current at zero voltage. For the barrier of 0.8 eV treated below, this one-way current is $2.86\times10^{-6}\ \mathrm{A/m^2}$ in equilibrium, where the true current is zero. The ratio of voltage to current would vanish as the voltage is reduced, and no small-bias resistance could be defined. Taking the slope of the one-way current does not repair this, because that slope depends on how the barrier moves with bias. The opposing flux removes both faults.

## Model and conventions

Two identical n-type grains meet at the plane $x=0$. The plane carries $n_s$ trapped electrons per area, treated as a uniform sheet of charge. Each grain contains $N$ ionized shallow donors per volume and has permittivity $\varepsilon$ and an isotropic parabolic conduction band of mass $m$. The trapped charge repels electrons and bends the band upward on both sides, so that the band edge has a peak at the plane.

The elementary charge is $e>0$, $k$ is Boltzmann's constant, and formulas are in SI units. Numerical barrier heights are given in eV. The voltage $V$ is the drop across the boundary alone. For $V>0$ the Fermi level and the bulk band edge of the right grain lie $eV$ below those of the left grain, and electrons flow from left to right. $J$ denotes $e$ times their net number flux in that direction. The barrier seen from the left bulk band edge is $\phi(V)$; from the right it is $\phi(V)+eV$. Its zero-bias value is $\phi_0$.

The assumptions about transport are these.

1. The electrons are nondegenerate, so that Boltzmann statistics apply.
2. Each grain is in internal equilibrium, with its own Fermi level, up to about one mean free path from the peak. The remaining distance is crossed without collisions. This requires the mean free path to be much longer than the distance over which the barrier falls by $kT$.
3. An electron crosses if its energy of motion along $x$ exceeds the barrier, and is otherwise reflected. Tunnelling and reflection above the barrier are left out.
4. Holes and deep donors are absent.

## Theorem

Under these assumptions,

$$J=eNv_R\,e^{-\phi(V)/kT}\left(1-e^{-eV/kT}\right),\qquad v_R=\sqrt{\frac{kT}{2\pi m}}. \tag{1}$$

If $\phi(V)$ is continuous at $V=0$, the small-bias resistance times area, $R=\lim_{V\to0}V/J$, is

$$R=\frac{\sqrt{2\pi mkT}}{e^2N}\,e^{\phi_0/kT}. \tag{2}$$

Consequently, at fixed $T$, $N$ and $m$,

$$\frac{\partial\ln R}{\partial\phi_0}=\frac1{kT}. \tag{3}$$

The proof needs the flux in one direction and the relation between the Fermi level and the donor density.

## Lemma 1: the one-way flux

Let the bulk band edge lie $\zeta$ above the Fermi level. The current carried by electrons that leave this grain over a barrier $\phi$ is

$$J_1=AT^2e^{-(\zeta+\phi)/kT},\qquad A=\frac{4\pi emk^2}{h^3}=\frac{emk^2}{2\pi^2\hbar^3}. \tag{4}$$

**Proof.** Including spin, there are $2(m/h)^3\,d^3v$ states per volume in the velocity element $d^3v$. Their occupation is $\exp[-(\zeta+mv^2/2)/kT]$. Electrons with $v_x>v_{\min}=\sqrt{2\phi/m}$ can cross, whatever their velocity parallel to the plane. Hence

$$J_1=2e\left(\frac mh\right)^3e^{-\zeta/kT}
\int_{v_{\min}}^\infty v_xe^{-mv_x^2/2kT}dv_x
\iint e^{-m(v_y^2+v_z^2)/2kT}dv_y\,dv_z.$$

The double integral is a product of two Gaussian integrals, each equal to $\sqrt{2\pi kT/m}$, and gives $2\pi kT/m$. In the first integral put $E_x=mv_x^2/2$, so that $v_xdv_x=dE_x/m$:

$$\int_{v_{\min}}^\infty v_xe^{-mv_x^2/2kT}dv_x=\frac1m\int_\phi^\infty e^{-E_x/kT}dE_x=\frac{kT}{m}e^{-\phi/kT}.$$

Multiplication gives $2e(m^3/h^3)(2\pi k^2T^2/m^2)e^{-(\zeta+\phi)/kT}$, which is (4). The second form of $A$ follows from $h=2\pi\hbar$. $\square$

The result depends on the height of the peak above the Fermi level, $\zeta+\phi$, and not on where the band edge lies at the plane of counting. The counting may therefore be done near the peak, as assumption 2 requires, instead of deep in the grain.

## Lemma 2: elimination of the Fermi level

For a neutral, nondegenerate bulk with electron density $N$,

$$AT^2e^{-\zeta/kT}=eNv_R. \tag{5}$$

**Proof.** Integration of the same occupation over all velocities gives

$$N=2\left(\frac mh\right)^3\left(\frac{2\pi kT}{m}\right)^{3/2}e^{-\zeta/kT}=N_ce^{-\zeta/kT},\qquad N_c=\frac{2(2\pi mkT)^{3/2}}{h^3}.$$

Thus $AT^2e^{-\zeta/kT}=AT^2N/N_c$, and

$$\frac{AT^2}{N_c}=\frac{4\pi em(kT)^2}{h^3}\,\frac{h^3}{2(2\pi mkT)^{3/2}}
=\frac{e\,(2\pi mkT)\,kT}{(2\pi mkT)^{3/2}}=e\sqrt{\frac{kT}{2\pi m}}. \qquad\square$$

**Remark on degeneracy.** With $z=e^{-\zeta/kT}$, the Fermi occupation begins as $ze^{-u}-z^2e^{-2u}$, where $u=mv^2/2kT$. Doubling the exponent divides a three-dimensional Gaussian integral by $2^{3/2}$, so $N=N_c(z-z^2/2^{3/2}+\dots)$. Solving for $z$ gives $z=(N/N_c)[1+N/(2^{3/2}N_c)+\dots]$. The flux over a high barrier is proportional to $z$, so the leading correction raises it by the relative amount $N/(2^{3/2}N_c)$.

## Proof of the theorem

By the two lemmas, the left grain sends the current $eNv_Re^{-\phi/kT}$ to the right. The right grain has the same $N$ and $m$, but its electrons must climb $\phi+eV$. It sends back $eNv_Re^{-(\phi+eV)/kT}$. Subtraction gives

$$J=eNv_R\left[e^{-\phi/kT}-e^{-(\phi+eV)/kT}\right]
=eNv_Re^{-\phi/kT}\left(1-e^{-eV/kT}\right),$$

which is (1). Now divide by $V$:

$$\frac JV=eNv_R\,e^{-\phi(V)/kT}\,\frac{1-e^{-eV/kT}}{V}.$$

As $V\to0$ from either side, the last fraction tends to $e/kT$, since $1-e^{-y}=y-y^2/2+\dots$. By continuity the exponential tends to $e^{-\phi_0/kT}$. With $J_0=eNv_Re^{-\phi_0/kT}$ this gives

$$\frac1R=\frac{eJ_0}{kT},\qquad R=\frac{kT}{e^2Nv_R}e^{\phi_0/kT}.$$

Because $kT/v_R=kT\sqrt{2\pi m/kT}=\sqrt{2\pi mkT}$, this is (2). Its prefactor does not contain $\phi_0$, so differentiation of the logarithm gives (3). $\square$

**Remark on the role of the reverse flux.** Equilibrium consists of two equal currents $J_0$ in opposite directions. A small voltage unbalances them by the fraction $eV/kT$. A shift of the peak changes both by the same factor, and so has no first-order effect on a difference that starts from zero. The one-way current lacks this protection. If the peak falls by $eV/2$ relative to the left grain, that current has the slope $eJ_0/2kT$ at zero bias, which gives twice the true resistance. This is the case for identical grains with a smooth $\phi(V)$, since symmetry requires $\phi(-V)=\phi(V)+eV$. If $\phi$ instead stayed at $\phi_0$, the slope would be zero and the resistance would appear infinite.

**Remark on quantum transmission.** Let an electron of longitudinal energy $E_x$ cross with a probability $\mathcal T(E_x)$ that is the same in both directions. The net current is then proportional to

$$\int \mathcal T(E_x)\left[e^{-(E_x-\mu_L)/kT}-e^{-(E_x-\mu_R)/kT}\right]dE_x,$$

where $\mu_L$ and $\mu_R=\mu_L-eV$ are the Fermi levels and $E_x$ is measured from a common zero. The second exponential is $e^{-eV/kT}$ times the first, so the bracket in (1) survives. The factor $e^{-\phi/kT}$ is replaced by an integral that depends on the shape of the barrier, and (3) then need not hold precisely.

## Lemma 3: the barrier made by a given interface charge

At zero bias, and for $\phi_0\gg kT$,

$$\phi_0=W+kT,\qquad W=\frac{e^2n_s^2}{8\varepsilon N}. \tag{6}$$

**Proof.** Let $\psi(x)$ be the rise of the band edge above its bulk value in the left grain. The electron density is $Ne^{-\psi/kT}$, so the charge density is $\rho=eN(1-e^{-\psi/kT})$. The electrostatic potential is $-\psi/e$ apart from a constant, and Poisson's equation becomes

$$\psi''=\frac{e\rho}{\varepsilon}=\frac{e^2N}{\varepsilon}\left(1-e^{-\psi/kT}\right).$$

Multiply by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$:

$$\tfrac12\psi'^2=\frac{e^2N}{\varepsilon}\left[\psi-kT\left(1-e^{-\psi/kT}\right)\right].$$

At the plane $\psi=\phi_0$ and the exponential is negligible. The slope $s_0$ there obeys

$$s_0^2=\frac{2e^2N}{\varepsilon}(\phi_0-kT). \tag{7}$$

The electric field has magnitude $s_0/e$ on each side and points toward the negative plane. Gauss's law gives $2\varepsilon s_0/e=en_s$, hence $s_0=e^2n_s/2\varepsilon$. Inserting this in (7),

$$\phi_0-kT=\frac{\varepsilon}{2e^2N}\,\frac{e^4n_s^2}{4\varepsilon^2}=\frac{e^2n_s^2}{8\varepsilon N}=W. \qquad\square$$

The term $kT$ comes from electrons that spill into the edge of the depleted layer. A model with a sharp depletion edge omits them and gives $\phi_0=W$. At given $n_s$ it would make $R$ too small by the factor $e^{kT/kT}=2.718$. At given $\phi_0$ there is no such error.

## Corollary: current at fixed interface charge

Let $n_s$ remain fixed under bias, and let both barriers remain well above $kT$. Then

$$\phi(V)=kT+W\left(1-\frac{eV}{4W}\right)^2, \tag{8}$$

$$J=2J_0\exp\left[-\frac{(eV)^2}{16WkT}\right]\sinh\frac{eV}{2kT}. \tag{9}$$

**Proof.** Let $s_L$ and $s_R$ be the magnitudes of the band-edge slopes on the two sides of the plane. Relation (7) applies to each grain with its own barrier:

$$s_L^2=\frac{2e^2N}{\varepsilon}(\phi-kT),\qquad s_R^2=\frac{2e^2N}{\varepsilon}(\phi+eV-kT).$$

Their difference is $s_R^2-s_L^2=2e^2N\,eV/\varepsilon=s_0^2\,eV/W$, because $s_0^2=2e^2NW/\varepsilon$. Gauss's law with unchanged $n_s$ gives $s_L+s_R=2s_0$. Division yields $s_R-s_L=s_0eV/2W$, and therefore $s_L=s_0(1-eV/4W)$. Since $\phi-kT=W(s_L/s_0)^2$, equation (8) follows. Its expansion is

$$\phi=\phi_0-\frac{eV}{2}+\frac{(eV)^2}{16W}.$$

Insert this in (1) and use $e^{y/2}(1-e^{-y})=e^{y/2}-e^{-y/2}=2\sinh(y/2)$ with $y=eV/kT$. The result is (9). $\square$

Equation (9) is odd in $V$, as the symmetry of the two grains demands. For small $y$, $\sinh(y/2)/(y/2)=1+y^2/24+\dots$, so

$$\frac{JR}{V}=1+y^2\left(\frac1{24}-\frac{kT}{16W}\right)+\dots$$

The ohmic range therefore ends when $eV$ becomes comparable with $kT$, long before it is comparable with the barrier.

The steepness is measured by $\alpha=d\ln J/d\ln V$. Differentiation of the logarithm of (9) gives

$$\alpha=\frac{eV}{2kT}\coth\frac{eV}{2kT}-\frac{(eV)^2}{8WkT}.$$

For $eV\gg kT$ the hyperbolic cotangent is close to one and $\alpha\simeq(eV/2kT)(1-eV/4W)$. This has its maximum at $eV=2W$, where $\alpha\simeq W/2kT$.

**Remark on a pinned barrier.** Let the plane carry a very dense set of interface states that fill under bias. They capture electrons from both grains at a rate proportional to the sum of the two incoming fluxes, and emit at a rate set by their depth below the peak. A dense set can take up any needed charge with almost no change of its filling level, so in the steady state that sum keeps its equilibrium value: $e^{-\phi/kT}(1+e^{-eV/kT})=2e^{-\phi_0/kT}$. The barrier from the left then falls by at most $kT\ln2$, and equation (1) becomes $J=2J_0\tanh(eV/2kT)$, which is odd in $V$ and saturates at $2J_0$. The small-bias resistance is the same as at fixed charge, although one current saturates and the other rises steeply. A measurement of $R$ thus cannot tell these two cases apart.

## Three forms of the sensitivity

Equation (3) holds when $\phi_0$ is the variable. If instead $n_s$ is varied at fixed $N$, equation (6) gives $\ln R=\text{const}+W/kT$ with $W\propto n_s^2$, so

$$\frac{\partial\ln R}{\partial\ln n_s}=\frac{2W}{kT}.$$

If $N$ is varied at fixed $n_s$, the prefactor contributes $-1$ and $W\propto1/N$ contributes $-W/kT$. The sum is $-(W+kT)/kT=-\phi_0/kT$.

Temperature acts differently. Let $n_s$, $N$, $\varepsilon$ and $m$ be independent of $T$, and write $\beta=1/kT$. Then $\ln R=\text{const}-\tfrac12\ln\beta+\beta W$, where the constant includes the 1 from $kT/kT$. The apparent activation energy is

$$\frac{d\ln R}{d\beta}=W-\frac{kT}{2},$$

which is lower than $\phi_0$ by $3kT/2$.

A measured resistance also contains the grain. With a series term $R_g$ independent of $\phi_0$,

$$\frac{\partial\ln(R+R_g)}{\partial\phi_0}=\frac{R}{R+R_g}\,\frac1{kT}. \tag{10}$$

The exponential law is visible in the total while $R\gg R_g$, and it is lost when the grain dominates.

## Worked example

Take round model parameters: $T=300$ K, $m$ equal to 0.3 electron masses, relative permittivity 10, $N=10^{22}\ \mathrm{m^{-3}}$ and $\phi_0=0.8$ eV. Then $kT=0.02585$ eV and $v_R=4.911\times10^4$ m/s.

**Conditions.** The density of states is $N_c=4.12\times10^{24}\ \mathrm{m^{-3}}$, so the degeneracy correction $N/(2^{3/2}N_c)$ is 0.086 percent of the flux. Incomplete ionization is larger: a hydrogenic donor with this mass and permittivity is bound by 41 meV, about 2 percent of the bulk donors stay neutral, and $R$ rises by about 2 percent. From (6), $W=0.8-0.02585=0.774$ eV and $n_s=5.85\times10^{15}\ \mathrm{m^{-2}}$. The field at the plane is $en_s/2\varepsilon=5.29\times10^6$ V/m, and the barrier falls by $kT$ within $0.02585/(5.29\times10^6)$ m, or 4.9 nm. For a mobility $\mu=0.05\ \mathrm{m^2/(V\,s)}$, the collision time is $\mu m/e$. Multiplied by the mean thermal speed $\sqrt{8kT/\pi m}=4v_R$, it gives a mean free path of about 17 nm. This is only 3.4 times the distance for a fall of $kT$, so assumption 2 holds only roughly. Collisions near the peak send some electrons back, which lowers the flux and raises $R$. As a rough measure, the drift-diffusion resistance of the two depleted layers, placed in series, adds nearly 40 percent. Tunnelling near the peak, left out by assumption 3, also matters for the prefactor. For a symmetric triangular peak with this field and mass, the quantum transmission probability raises the thermally averaged flux by about 25 percent, which would lower $R$ by about a fifth. It changes the slope (3) by only about 0.3 percent. The uniform sheet is an idealization too. The mean spacing of the trapped electrons, $n_s^{-1/2}=13$ nm, is larger than the 4.9 nm found above, so the barrier of a real boundary varies along the plane. For random, uncorrelated positions the trapped charges give an rms variation of roughly 50 meV, and the discrete donors, with mean spacing $N^{-1/3}=46$ nm, give roughly 20 meV. Electrons cross mainly where the barrier is low, and $R$ can then be well below the value for the mean barrier. Finally, assumption 4 needs a wide enough band gap. If both bands have the same density of states, the hole density at the plane reaches $N$ when the gap is $\phi_0+2kT\ln(N_c/N)$. This is 1.11 eV for the barrier of 0.8 eV and 1.31 eV for the barrier of 1.0 eV in the table below, and the gap must lie well above these values. The digits given below are therefore those of the classical model with a uniform sheet of charge and no holes.

**Resistance.** The prefactor in (2) is $3.285\times10^{-10}\ \Omega\,\mathrm{m^2}$ and the exponent is $\phi_0/kT=30.945$. The result is

$$R=9.04\times10^3\ \Omega\,\mathrm{m^2}=9.04\times10^7\ \Omega\,\mathrm{cm^2}.$$

At 10 mV and fixed interface charge, the barrier from the left is 0.7950 eV. The forward current is $3.470\times10^{-6}$ and the reverse current $2.357\times10^{-6}\ \mathrm{A/m^2}$. Their difference is $1.113\times10^{-6}\ \mathrm{A/m^2}$, less than a third of the forward current. The ohmic value $V/R$ is $1.107\times10^{-6}\ \mathrm{A/m^2}$, lower by 0.6 percent of itself.

**Sensitivity.** With the other parameters unchanged, the barrier height alone changes $R$ as follows.

| $\phi_0$ (eV) | $R$ ($\Omega\,\mathrm{m^2}$) |
|---|---|
| 0.4 | $1.72\times10^{-3}$ |
| 0.6 | $3.95$ |
| 0.8 | $9.04\times10^3$ |
| 1.0 | $2.07\times10^7$ |

Each step of 0.2 eV multiplies $R$ by $e^{0.2/0.02585}$, about 2300. One decade corresponds to $kT\ln10=59.5$ meV, and a rise of 10 meV increases $R$ by 47 percent. The exponent for the interface charge is $2W/kT=59.9$. One percent more charge multiplies $R$ by $\exp[(1.01^2-1)W/kT]=1.83$.

**Larger bias.** Equations (8) and (9) give

| $V$ (V) | $\phi$ (eV) | $J$ ($\mathrm{A/m^2}$) | $JR/V$ | $\alpha$ |
|---|---|---|---|---|
| 0.01 | 0.795 | $1.11\times10^{-6}$ | 1.006 | 1.01 |
| 0.1 | 0.751 | $1.88\times10^{-5}$ | 1.70 | 1.95 |
| 0.5 | 0.570 | $2.08\times10^{-2}$ | 375 | 8.11 |
| 1.0 | 0.381 | $31.6$ | $2.86\times10^5$ | 13.1 |

At 1 V the current is nearly $3\times10^5$ times the ohmic extrapolation. This nonlinearity belongs to the fixed-charge model; the pinned barrier would pass no more than $2J_0=5.72\times10^{-6}\ \mathrm{A/m^2}$.

**Where the grain takes over.** A grain 10 µm long with the mobility above has $R_g=L/(eN\mu)=1.25\times10^{-7}\ \Omega\,\mathrm{m^2}$, if the depleted layers are not subtracted from its length. Equating this to (2) gives

$$\phi_0=kT\ln\frac{1.248\times10^{-7}}{3.285\times10^{-10}}=0.154\ \mathrm{eV}.$$

By (10), the logarithmic slope of the total resistance there is half of $1/kT$, or 19.3 instead of 38.7 per eV. The field at the plane scales as $\sqrt W$ and weakens away from it, so the distance for a fall of $kT$ has grown to about 13 nm, close to the mean free path. The crossover height is therefore an estimate: the drift-diffusion resistance of the depleted layers is there about as large as (2), and placed in series it moves the crossover to about 0.13 eV. At 0.8 eV the grain contributes a negligible part of the total, and the boundary controls the small-bias resistance.
